# The GW Space-Time Method: Cubic Scaling from Products of Propagators: test program

```python
"""GW space-time method: test of  chi0(r,r',i tau) = 2 G(r,r',i tau) G(r',r,-i tau)
and of its cubic operation count against the quartic sum over transitions.

G    : imaginary-time propagator, -<T psi(tau) psi^dagger(0)>, real orbitals
chi0 : independent-electron density response (spin factor 2 included)
W_c  : screened minus bare interaction in the random-phase approximation
Sigma_c(tau) = -G(tau) W_c(tau) : correlation self-energy
Model: ring of grid points, spacing 1 bohr, 4 points and 2 electrons per cell.
Hartree atomic units; orbitals normalised as sums over grid points.
"""
from functools import reduce
import numpy as np

AMPLITUDE = 0.4      # potential amplitude, hartree
POINTS_PER_CELL = 4
N_TAU = 20
N_OMEGA = 20


def hamiltonian(n):
    site = np.arange(n)
    h = np.diag(1.0 - AMPLITUDE * np.cos(2 * np.pi * site / POINTS_PER_CELL))
    h[site, (site + 1) % n] -= 0.5
    h[(site + 1) % n, site] -= 0.5
    return h


def solve_ring(n):
    """Energies relative to midgap, orbitals (columns), occupied count."""
    energy, psi = np.linalg.eigh(hamiltonian(n))
    nocc = n // POINTS_PER_CELL
    return energy - 0.5 * (energy[nocc - 1] + energy[nocc]), psi, nocc


def propagators(e, psi, nocc, tau):
    """G(+tau) and G(-tau) for tau > 0."""
    occ, emp = psi[:, :nocc], psi[:, nocc:]
    forward = -(emp * np.exp(-e[nocc:] * tau)) @ emp.T
    backward = (occ * np.exp(e[:nocc] * tau)) @ occ.T
    return forward, backward


def transitions(e, psi, nocc):
    delta = (e[None, nocc:] - e[:nocc, None]).ravel()
    pair = psi[:, :nocc, None] * psi[:, None, nocc:]
    return delta, pair.reshape(len(e), -1)


def chi_transition_sum(delta, pair, omega):
    return -(pair * (4 * delta / (delta**2 + omega**2))) @ pair.T


def screened_part(chi, v):
    return v @ np.linalg.solve(np.eye(len(v)) - chi @ v, chi) @ v


def fit(a, b):
    return np.linalg.lstsq(a, b, rcond=1e-11)[0]


# --- Product formula against the many-body definition in Fock space (spinless)
rng = np.random.default_rng(1)
h4 = rng.normal(size=(4, 4))
h4 = h4 + h4.T
e4, psi4 = np.linalg.eigh(h4)
mu4 = 0.5 * (e4[1] + e4[2])
lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (3 - p))
       for p in range(4)]
grand = sum((h4[p, q] - mu4 * (p == q)) * ann[p].T @ ann[q]
            for p in range(4) for q in range(4))
many_e, many_s = np.linalg.eigh(grand)
amp = np.array([many_s.T @ (c.T @ c) @ many_s[:, 0] for c in ann])[:, 1:]
fock_error = 0.0
for tau in (0.1, 0.7, 2.0):
    direct = -(amp * np.exp(-(many_e[1:] - many_e[0]) * tau)) @ amp.T
    fwd, bwd = propagators(e4 - mu4, psi4, 2, tau)
    fock_error = max(fock_error, np.abs(direct - fwd * bwd.T).max())
assert fock_error < 1e-11

# --- Time and frequency grids from the spectrum of the 24-point ring
n = 24
e, psi, nocc = solve_ring(n)
delta, pair = transitions(e, psi, nocc)
gap, width = delta.min(), delta.max()
top = 3 * width
taus = np.geomspace(0.2 / top, 12 / gap, N_TAU)
omegas = np.geomspace(gap / 3, 3 * top, N_OMEGA)
x = np.geomspace(gap, top, 400)
decay = np.exp(-np.outer(x, taus))
lorentz = 2 * x[:, None] / (x[:, None]**2 + omegas**2)
to_omega = fit(decay, 1 / (x[:, None] - 1j * omegas))
to_tau = fit(lorentz, decay)
inverse_fit_error = np.abs(lorentz @ to_tau - decay).max()
assert inverse_fit_error < 1e-5


def chi_in_time(e, psi, nocc):
    out = []
    for tau in taus:
        fwd, bwd = propagators(e, psi, nocc, tau)
        out.append(2 * fwd * bwd.T)
    return np.array(out)


# --- chi0(i omega): space-time route against transition sum, same grid, 3 sizes
chi_errors = {}
for size in (24, 48, 96):
    es, ps, no = solve_ring(size)
    ds, prs = transitions(es, ps, no)
    assert abs(ds.min() - gap) < 1e-9 and abs(ds.max() - width) < 1e-9
    ours = np.tensordot(2 * to_omega.real.T, chi_in_time(es, ps, no), 1)
    ref = np.array([chi_transition_sum(ds, prs, w) for w in omegas])
    chi_errors[size] = np.abs(ours - ref).max() / np.abs(ref).max()
    assert chi_errors[size] < 1e-5

# --- Static limit against finite differences of the density
out_omegas = np.array([0.0, 0.5, 1.0, 2.0])
to_out = fit(decay, 1 / (x[:, None] - 1j * out_omegas))
chi_tau = chi_in_time(e, psi, nocc)
chi_static = np.tensordot(2 * to_out.real[:, 0], chi_tau, 1)


def density(shift):
    h = hamiltonian(n)
    h[0, 0] += shift
    return 2 * (np.linalg.eigh(h)[1][:, :nocc]**2).sum(axis=1)


step = 1e-4
response = (density(step) - density(-step)) / (2 * step)
static_error = np.abs(chi_static[:, 0] - response).max()
assert static_error < 1e-5

# --- Full cycle: chi0 -> W_c -> Sigma_c, against a frequency convolution
site = np.arange(n)
chord = n / np.pi * np.sin(np.pi * (site[:, None] - site) / n)
v = 1 / np.sqrt(chord**2 + 1)
root = 2 * pair * np.sqrt(delta)
rpa = np.sqrt(np.linalg.eigvalsh(np.diag(delta**2) + root.T @ v @ root))
assert rpa.min() > gap - 1e-8 and np.abs(e).max() + rpa.max() < top

chi_omega = np.tensordot(2 * to_omega.real.T, chi_tau, 1)
w_omega = np.array([screened_part(c, v) for c in chi_omega])
w_tau = np.tensordot(to_tau.T, w_omega, 1)
sigma = np.zeros((len(out_omegas), n, n), complex)
for j, tau in enumerate(taus):
    fwd, bwd = propagators(e, psi, nocc, tau)
    for k in range(len(out_omegas)):
        sigma[k] -= to_out[j, k] * fwd * w_tau[j]
        sigma[k] -= np.conj(to_out[j, k]) * bwd * w_tau[j]

n_quad = 400
angle = (np.arange(n_quad) + 0.5) * 2 * np.pi / n_quad - np.pi
sigma_ref = np.zeros_like(sigma)
for wp in np.tan(angle / 2):
    weight = (1 + wp**2) / (2 * n_quad)      # d omega' / (2 pi)
    w_c = screened_part(chi_transition_sum(delta, pair, wp), v)
    for k, w in enumerate(out_omegas):
        g = (psi / (1j * (w - wp) - e)) @ psi.T
        sigma_ref[k] -= weight * g * w_c
sigma_error = np.abs(sigma - sigma_ref).max() / np.abs(sigma_ref).max()
assert sigma_error < 1e-4     # limited by the fitted time-frequency transforms


# --- Operation counts taken from scalar loops that really run
def counted_transition_sum(e, psi, nocc):
    size, count, pairs, result = len(e), 0, [], []
    for i in range(nocc):
        for a in range(nocc, size):
            rho = []
            for r in range(size):
                rho.append(psi[r][i] * psi[r][a])
                count += 1
            pairs.append((e[a] - e[i], rho))
    for w in omegas.tolist():
        chi = [[0.0] * size for _ in range(size)]
        for d, rho in pairs:
            factor = -4 * d / (d * d + w * w)
            for r in range(size):
                left, row = factor * rho[r], chi[r]
                count += 1
                for s in range(size):
                    row[s] += left * rho[s]
                    count += 1
        result.append(chi)
    return np.array(result), count


def counted_space_time(e, psi, nocc):
    size, count = len(e), 0
    weights = (4 * to_omega.real).tolist()   # spin and both signs of tau
    result = [[[0.0] * size for _ in range(size)] for _ in range(N_OMEGA)]
    for j, tau in enumerate(taus.tolist()):
        fwd = [[0.0] * size for _ in range(size)]
        bwd = [[0.0] * size for _ in range(size)]
        for m in range(size):
            target = bwd if m < nocc else fwd
            damp = np.exp(-abs(e[m]) * tau).item() * (1 if m < nocc else -1)
            for r in range(size):
                left, row = damp * psi[r][m], target[r]
                count += 1
                for s in range(size):
                    row[s] += left * psi[s][m]
                    count += 1
        for r in range(size):
            for s in range(size):
                product = fwd[r][s] * bwd[s][r]
                count += 1
                for k in range(N_OMEGA):
                    result[k][r][s] += weights[j][k] * product
                    count += 1
    return np.array(result), count


def predicted(size):
    nocc = size // POINTS_PER_CELL
    t = nocc * (size - nocc)
    return (t * size + N_OMEGA * t * (size**2 + size),
            N_TAU * size**2 * (size + 2 + N_OMEGA))


counts = {}
for size in (8, 16, 24, 32):
    es, ps, no = solve_ring(size)
    chi_a, count_a = counted_transition_sum(es.tolist(), ps.tolist(), no)
    chi_b, count_b = counted_space_time(es.tolist(), ps.tolist(), no)
    assert np.abs(chi_a - chi_b).max() < 1e-5 * np.abs(chi_a).max()
    assert (count_a, count_b) == predicted(size)
    counts[size] = (count_a, count_b)
crossover = next(s for s in range(4, 1000, 4)
                 if predicted(s)[1] < predicted(s)[0])


# --- Time points needed as the ratio of largest to smallest energy grows
def points_needed(ratio, tolerance=1e-4):
    grid = np.geomspace(1, ratio, 300)
    for m in range(3, 80):
        t = np.geomspace(0.2 / ratio, 12, m)
        a = np.exp(-np.outer(grid, t)) * grid[:, None] / 2
        a /= np.linalg.norm(a, axis=0)
        if np.abs(a @ fit(a, np.ones(300)) - 1).max() < tolerance:
            return m
    raise AssertionError("time grid did not converge")


needed = [points_needed(ratio) for ratio in (10, 100, 1000)]
assert needed[0] < needed[1] < needed[2] < 5 * needed[0]

# --- Report
print(f"Potential amplitude: {AMPLITUDE} hartree; grid spacing: 1 bohr")
print(f"Ring: {n} points, {nocc} occupied, {n - nocc} empty orbitals")
print(f"Transitions: {len(delta)}")
print(f"Smallest transition energy (gap): {gap:.5f} hartree")
print(f"Largest transition energy: {width:.5f} hartree")
print(f"Upper energy bound of the fits: {top:.5f} hartree")
print(f"RPA excitations: {rpa.min():.5f} to {rpa.max():.5f} hartree")
print(f"Time points: {N_TAU}, {taus[0]:.4f} to {taus[-1]:.3f} 1/hartree")
print(f"Frequencies: {N_OMEGA}, {omegas[0]:.4f} to {omegas[-1]:.3f} hartree")
tau0 = 2.0
fwd, bwd = propagators(e, psi, nocc, tau0)
lehmann = -2 * np.sum(pair[0] * pair[1] * np.exp(-delta * tau0))
assert abs(2 * fwd[0, 1] * bwd[1, 0] - lehmann) < 1e-12
print(f"Element r=0, r'=1 at tau = {tau0} 1/hartree:")
print(f"  G(r,r',+tau) = {fwd[0, 1]:.6f}")
print(f"  G(r',r,-tau) = {bwd[1, 0]:.6f}")
print(f"  chi0 from product = {2 * fwd[0, 1] * bwd[1, 0]:.8f}")
print(f"  chi0 from transitions = {lehmann:.8f}")
print(f"Static chi0(0,1), space-time: {chi_static[0, 1]:.6f} 1/hartree")
print(f"Static chi0(0,1), finite difference: {response[1]:.6f} 1/hartree")
print(f"Fock-space test, largest error: {fock_error:.1e}")
print(f"Static test, largest error: {static_error:.1e} 1/hartree")
print(f"Frequency-to-time fit, largest error: {inverse_fit_error:.1e}")
for size, err in chi_errors.items():
    print(f"chi0 relative error, {size} points, same grids: {err:.1e}")
for name, m in (("highest occupied", nocc - 1), ("lowest empty", nocc)):
    a = (psi[:, m] @ sigma[0] @ psi[:, m]).real
    b = (psi[:, m] @ sigma_ref[0] @ psi[:, m]).real
    print(f"Sigma_c at midgap, {name}: {a:.6f} hartree"
          f" (convolution {b:.6f})")
print(f"Sigma_c relative error, 4 frequencies: {sigma_error:.1e}")
print("Counted multiplications (transition sum, space-time):")
for size, (a, b) in counts.items():
    print(f"  {size} points: {a}, {b}")
growth = np.log2(np.array(counts[32]) / np.array(counts[16]))
print(f"Counted exponents, 16 to 32 points: {growth[0]:.3f}, {growth[1]:.3f}")
print(f"First ring size where space-time is cheaper: {crossover} points")
big, bigger = np.array(predicted(1024), float), np.array(predicted(2048), float)
growth = np.log2(bigger / big)
print(f"Predicted counts, 1024 points: {big[0]:.3e}, {big[1]:.3e}")
print(f"Predicted ratio of counts, 1024 points: {big[0] / big[1]:.1f}")
print(f"Predicted exponents, 1024 to 2048: {growth[0]:.3f}, {growth[1]:.3f}")
print("Time points for relative error 1e-4 at energy ratio 10, 100, 1000:"
      f" {needed[0]}, {needed[1]}, {needed[2]}")
print("PASS")
```

Running it gives:

```
Potential amplitude: 0.4 hartree; grid spacing: 1 bohr
Ring: 24 points, 6 occupied, 18 empty orbitals
Transitions: 108
Smallest transition energy (gap): 0.40000 hartree
Largest transition energy: 2.15407 hartree
Upper energy bound of the fits: 6.46220 hartree
RPA excitations: 0.41008 to 2.16424 hartree
Time points: 20, 0.0309 to 30.000 1/hartree
Frequencies: 20, 0.1333 to 19.387 hartree
Element r=0, r'=1 at tau = 2.0 1/hartree:
  G(r,r',+tau) = 0.032474
  G(r',r,-tau) = 0.187003
  chi0 from product = 0.01214538
  chi0 from transitions = 0.01214538
Static chi0(0,1), space-time: 0.287656 1/hartree
Static chi0(0,1), finite difference: 0.287656 1/hartree
Fock-space test, largest error: 3.1e-16
Static test, largest error: 2.7e-09 1/hartree
Frequency-to-time fit, largest error: 2.0e-09
chi0 relative error, 24 points, same grids: 5.4e-09
chi0 relative error, 48 points, same grids: 6.3e-09
chi0 relative error, 96 points, same grids: 6.3e-09
Sigma_c at midgap, highest occupied: 0.012473 hartree (convolution 0.012473)
Sigma_c at midgap, lowest empty: -0.013756 hartree (convolution -0.013756)
Sigma_c relative error, 4 frequencies: 3.1e-09
Counted multiplications (transition sum, space-time):
  8 points: 17376, 38400
  16 points: 261888, 194560
  24 points: 1298592, 529920
  32 points: 4061184, 1105920
Counted exponents, 16 to 32 points: 3.955, 2.507
First ring size where space-time is cheaper: 16 points
Predicted counts, 1024 points: 4.127e+12, 2.194e+10
Predicted ratio of counts, 1024 points: 188.2
Predicted exponents, 1024 to 2048: 3.999, 2.985
Time points for relative error 1e-4 at energy ratio 10, 100, 1000: 9, 12, 15
PASS
```
